# The Cole-Cole time is not the mean relaxation time

**The argument under comment.** The manuscript describes the slow polarization of an insulating film by the Cole-Cole permittivity

\[
\varepsilon^*(\omega)=\varepsilon'-i\varepsilon''=\varepsilon_\infty+\frac{D}{1+(i\omega\tau)^{\alpha}},\qquad 0<\alpha\le 1, \tag{1}
\]

where \(D\) is the relaxation strength. In this convention \(\alpha=1\) is Debye relaxation; some authors call the exponent \(1-\alpha\). The illustration is a model film with \(\alpha=0.5\) and \(\tau=10\) ms. The authors then reason as follows. For \(\alpha=1\) the polarization decays as \(e^{-t/\tau}\), whose area is \(\tau\). For \(\alpha<1\) the formula still contains one time, and the loss peak still sits at \(\omega\tau=1\). The exponent merely broadens the spectrum symmetrically about \(\tau\). Hence \(\tau\) is the mean relaxation time, and after 1 s, a hundred mean times, the film is discharged.

These premises are right, as shown below, provided the symmetry is read on a logarithmic axis. The conclusion needs one more, that the mean exists and that symmetry places it at \(\tau\). The question is therefore which mean is meant, and whether it is finite.

**What the area of the decay is**

Let a constant field \(E\) be applied for an unlimited time and removed at \(t=0\), with the electrodes then shorted. Write the remaining slow polarization as \(\varepsilon_0DE\,\Phi(t)\), with \(\Phi(0)=1\). In linear response

\[
P(t)=\varepsilon_0D\int_0^\infty f(t')E(t-t')\,dt' .
\]

After the removal, the field at time \(t-t'\) is nonzero for \(t'>t\), so \(\Phi(t)=\int_t^\infty f\,dt'\) and \(f=-\Phi'\). For a field proportional to \(e^{i\omega t}\) the same relation gives \((\varepsilon^*-\varepsilon_\infty)/D=F(s)\) at \(s=i\omega\), where, for \(\mathrm{Re}\,s>0\) and by continuation to the imaginary axis,

\[
F(s)=-\int_0^\infty\Phi'(t)e^{-st}dt=1-s\hat\Phi(s),\qquad \hat\Phi(s)=\int_0^\infty\Phi(t)e^{-st}dt .
\]

The second form follows by partial integration. Inserting \(F=1/[1+(s\tau)^\alpha]\),

\[
\hat\Phi(s)=\frac{1-F(s)}{s}=\frac{1}{s}\,\frac{(s\tau)^\alpha}{1+(s\tau)^\alpha}=\tau\,\frac{(s\tau)^{\alpha-1}}{1+(s\tau)^\alpha}. \tag{2}
\]

The integrated relaxation time is the limit of \(\hat\Phi(s)\) as \(s\to0^+\). If \(\Phi\ge0\), which is shown next, the integrand \(\Phi e^{-st}\) rises monotonically to \(\Phi\), so the limit may be taken under the integral even when the result is infinite. Equation (2) gives \(\tau\) for \(\alpha=1\). For \(\alpha<1\) the factor \((s\tau)^{\alpha-1}\) grows without bound, and

\[
\int_0^\infty\Phi(t)\,dt=\infty\qquad(0<\alpha<1). \tag{3}
\]

The manuscript's remark that the formula contains only one time is thus correct, but it does not make the mean finite. At fixed \(\alpha\), \(\Phi\) depends on \(t/\tau\) alone, so the area must be a number times \(\tau\); that number is infinite.

**The spectrum behind the decay**

To see which relaxation times cause this, seek a distribution \(g(u)\) of \(u=\ln(\tau'/\tau)\) such that

\[
F=\int_{-\infty}^{\infty}\frac{g(u)\,du}{1+ze^{u}}=\int_0^\infty\frac{g\,dr}{r+z},\qquad z=s\tau,\quad r=e^{-u}. \tag{4}
\]

The function \(1/(1+z^\alpha)\) is analytic in the plane cut along the negative real axis: a pole would need \(|\arg z|=\pi/\alpha\), which exceeds \(\pi\). It vanishes at infinity and is bounded at the origin. Cauchy's formula therefore reduces to the two edges of the cut. The upper edge is traversed inward and the lower one outward, which gives

\[
F(z)=\int_0^\infty\frac{F(-r-i0)-F(-r+i0)}{2\pi i}\,\frac{dr}{r+z}.
\]

The two edge values are complex conjugates, so their difference is \(2i\,\mathrm{Im}\,F(-r-i0)\). Comparison with (4) yields

\[
g=\frac1\pi\,\mathrm{Im}\frac{1}{1+r^\alpha e^{-i\pi\alpha}}
=\frac{1}{\pi}\,\frac{r^\alpha\sin\pi\alpha}{1+2r^\alpha\cos\pi\alpha+r^{2\alpha}} .
\]

Dividing numerator and denominator by \(r^\alpha\) and using \(r^\alpha+r^{-\alpha}=2\cosh\alpha u\),

\[
g(u)=\frac{\sin\pi\alpha}{2\pi\,[\cosh\alpha u+\cos\pi\alpha]} . \tag{5}
\]

This is positive, because \(\cosh\alpha u\ge1>-\cos\pi\alpha\), and it is normalized, because (4) at \(z=0\) reads \(1=\int g\,du\). A single exponential \(e^{-t/\tau'}\) has \(F=1/(1+s\tau')\), so (4) means

\[
\Phi(t)=\int g(u)\,e^{-t/\tau'}du\ge0,\qquad \int_0^\infty\Phi\,dt=\int g(u)\,\tau'\,du=\langle\tau'\rangle .
\]

The order of integration may be exchanged because everything is positive. The area of the decay is therefore the arithmetic mean of the relaxation times. For large \(u\), \(g\simeq(\sin\pi\alpha/\pi)e^{-\alpha u}\), while \(\tau'=\tau e^{u}\). Their product grows as \(e^{(1-\alpha)u}\): slow components are rare, but they last longer faster than they become rare.

**Which mean is equal to \(\tau\)**

The symmetry claimed in the manuscript is real, since (5) is even in \(u\). It is a symmetry on the logarithmic axis. The tails \(e^{-\alpha|u|}\) make \(\int|u|g\,du\) finite, and evenness then gives

\[
\langle\ln\tau'\rangle=\ln\tau . \tag{6}
\]

So \(\tau\) is the geometric mean of the spectrum and also its median. It is the inverse angular frequency of the loss peak as well. From (1), with \(i^\alpha=\cos(\pi\alpha/2)+i\sin(\pi\alpha/2)\),

\[
\varepsilon''=\frac{D\,(\omega\tau)^\alpha\sin(\pi\alpha/2)}{1+2(\omega\tau)^\alpha\cos(\pi\alpha/2)+(\omega\tau)^{2\alpha}}
=\frac{D}{2}\,\frac{\sin(\pi\alpha/2)}{\cosh(\alpha\ln\omega\tau)+\cos(\pi\alpha/2)}, \tag{7}
\]

which is largest at \(\omega\tau=1\).

The fractional moments show where finiteness ends. With \(x=\alpha u\), \(q=p/\alpha\) and \(a=\pi\alpha\), \(\langle(\tau'/\tau)^p\rangle=(\sin a/2\pi\alpha)\,I\), where

\[
I=\int_{-\infty}^{\infty}\frac{e^{qx}\,dx}{\cosh x+\cos a},\qquad |q|<1 .
\]

Close the path along the line \(\mathrm{Im}\,x=2\pi\), where the integrand is \(e^{2\pi iq}\) times its value on the real line. The enclosed poles are \(x=i(\pi\pm a)\), with residues \(e^{qx}/\sinh x\) and \(\sinh[i(\pi\pm a)]=\mp i\sin a\). Hence

\[
(1-e^{2\pi iq})I=2\pi i\,e^{i\pi q}\,\frac{e^{-iqa}-e^{iqa}}{i\sin a}
=-4\pi i\,e^{i\pi q}\frac{\sin qa}{\sin a}.
\]

Since \(1-e^{2\pi iq}=-2i\,e^{i\pi q}\sin\pi q\), \(I=2\pi\sin(qa)/(\sin a\,\sin\pi q)\), and

\[
\left\langle\left(\frac{\tau'}{\tau}\right)^{p}\right\rangle=\frac{\sin\pi p}{\alpha\sin(\pi p/\alpha)},\qquad |p|<\alpha . \tag{8}
\]

The moment diverges as \(p\to\alpha\), so the arithmetic mean, \(p=1\), lies outside the allowed range for every \(\alpha<1\). So does the mean rate, \(p=-1\). Expanding both sines to third order, the right side is \(1+\tfrac{\pi^2}{6}(\alpha^{-2}-1)p^2+\dots\), and the left side is \(1+\tfrac12\langle u^2\rangle p^2+\dots\). Therefore

\[
\mathrm{var}(\ln\tau')=\frac{\pi^2}{3}\left(\frac1{\alpha^2}-1\right). \tag{9}
\]

For \(\alpha=0.5\) the standard deviation of \(\ln\tau'\) is \(\pi\), or 1.36 decades.

One more distinction is needed if the authors take logarithmic means of decay times \(t\), with \(-\Phi'(t)\) as their density. Each component contributes \(t=\tau'y\) with \(y\) distributed as \(e^{-y}\), so

\[
\langle\ln t\rangle=\langle\ln\tau'\rangle+\int_0^\infty e^{-y}\ln y\,dy=\ln\tau-\gamma_E,\qquad\gamma_E=0.5772 .
\]

The corresponding geometric mean is \(10\ \mathrm{ms}\times e^{-0.5772}=5.6\) ms. It is finite too, but it is not \(\tau\).

**How the area grows, and the Debye limit**

At long times small \(r\) dominates, where \(g\simeq(\sin\pi\alpha/\pi)r^\alpha\). With \(du\to dr/r\),

\[
\Phi\simeq\frac{\sin\pi\alpha}{\pi}\int_0^\infty r^{\alpha-1}e^{-rt/\tau}dr
=\frac{\sin\pi\alpha}{\pi}\,\Gamma(\alpha)\left(\frac t\tau\right)^{-\alpha}
=\frac{(t/\tau)^{-\alpha}}{\Gamma(1-\alpha)},
\]

by the reflection formula \(\Gamma(\alpha)\Gamma(1-\alpha)=\pi/\sin\pi\alpha\). Integration up to a time \(T\) with \((T/\tau)^\alpha\gg1\), a stricter condition than \(T\gg\tau\) when \(\alpha\) is small, gives to leading order

\[
\int_0^T\Phi\,dt\simeq\tau\,\frac{(T/\tau)^{1-\alpha}}{\Gamma(2-\alpha)} . \tag{10}
\]

An appeal to continuity at \(\alpha=1\) does not rescue the argument, because two limits do not commute. At fixed \(T\), letting \(\alpha\to1\) shrinks the width (9) to zero, so \(\Phi\to e^{-t/\tau}\) and the area tends to \(\tau(1-e^{-T/\tau})\). At fixed \(\alpha<1\), letting \(T\to\infty\) makes it diverge. Near \(\alpha=1\) the growth is slow: by (10), doubling the area takes a window longer by the factor \(2^{1/(1-\alpha)}\). A short record can then look as if it had a mean close to \(\tau\).

**The manuscript's film in numbers**

For \(\alpha=1/2\) the decay has a closed form. With \(x=t/\tau\), try \(\Phi=e^{x}\,\mathrm{erfc}\sqrt x\). Differentiation gives

\[
\frac{d\Phi}{dx}=\Phi-\frac{1}{\sqrt{\pi x}} . \tag{11}
\]

Its Laplace transform in \(x\) is \(z\hat\Phi-1=\hat\Phi-z^{-1/2}\), so \(\hat\Phi=1/[\sqrt z(1+\sqrt z)]\), which is (2) in units of \(\tau\). Integrating (11) from 0 to \(X=T/\tau\) gives the area directly:

\[
\int_0^T\Phi\,dt=\tau\left[2\sqrt{X/\pi}-1+\Phi(T)\right]. \tag{12}
\]

Take a thickness of 100 nm and 1 V, hence 0.10 MV/cm, with \(D=2\) and \(\varepsilon_\infty=3\). The initial slow charge is \(\varepsilon_0DE=0.0177\) µC/cm². At 1 s, \(X=100\) and \(\Phi=0.0561\), so \(9.9\times10^{-4}\) µC/cm² remains. A Debye film would retain the fraction \(e^{-100}\). The area is \(10\ \mathrm{ms}\times(11.284-1+0.056)=0.103\) s, already ten times \(\tau\). It is 1.12 s for a window of 100 s and 11.3 s for \(10^4\) s, approaching growth with the square root of the window.

The same growth appears in the loss. By (4), \(\varepsilon''/(D\omega)=\int g\,\tau'/(1+\omega^2\tau'^2)\,du\), which would tend to \(\langle\tau'\rangle\) at low frequency if that were finite. Equation (7) gives instead 0.020 s at 1 Hz, 0.27 s at 0.01 Hz and 2.8 s at \(10^{-4}\) Hz. The first step is steeper than the limiting law \(\omega^{-1/2}\) because at 1 Hz the denominator in (7) is still 1.42 rather than 1.

**Why an experiment returns a finite number**

The authors may object that a measured area is finite. The released charge, the integral of the discharge current, is finite even for unlimited poling, where it equals \(\varepsilon_0DE\); the quantity at issue is the area under the remaining polarization. With poling of finite duration \(t_p\), that area is finite too. The field then acted from \(-t_p\) to 0, and the remaining polarization is proportional to \(\int_t^{t+t_p}f\,dt'=\Phi(t)-\Phi(t+t_p)\). Up to a time \(T\) its area is

\[
\int_0^T\Phi\,dt-\int_{t_p}^{T+t_p}\Phi\,dt=\int_0^{t_p}\Phi\,dt-\int_T^{T+t_p}\Phi\,dt .
\]

The last term is at most \(t_p\Phi(T)\), because \(\Phi\) decreases, and it vanishes as \(T\to\infty\). Divided by the initial value, the area gives an apparent mean time

\[
\tau_{\rm app}=\frac{1}{1-\Phi(t_p)}\int_0^{t_p}\Phi\,dt . \tag{13}
\]

For poling of 1 s this is \(0.1034/(1-0.0561)=0.110\) s; for 100 s it is 1.12 s, and for \(10^4\) s it is 11.3 s. At fixed \(\tau\) and \(\alpha\), the number is set by how long the film was poled, provided the discharge is recorded for much longer than that. The approach is slow: for poling of 1 s, a record of only 1 s gives 0.060 s instead of 0.110 s, and records of 10 s and 100 s still fall short by 17% and 5%. The fraction left at a given time depends on the poling too. One second after removal it is \([\Phi(1\ \mathrm{s})-\Phi(2\ \mathrm{s})]/[1-\Phi(1\ \mathrm{s})]=1.7\%\) for poling of 1 s, against 5.6% for unlimited poling; both are far above the Debye value.

A real spectrum may also end at a longest time. Suppose the times are thermally activated with a common prefactor, so that \(u=\Delta/kT\) for a barrier lying \(\Delta\) above the median, and remove all barriers above \(\Delta_c\), renormalizing the rest. For \(\alpha=1/2\), \(g=1/[2\pi\cosh(u/2)]\). The substitution \(y=e^{u/2}\) turns \(g\,du\) into \((2/\pi)\,dy/(1+y^2)\), and \(\tau'=\tau y^2\). With \(Y=e^{\Delta_c/2kT}\),

\[
\frac{\langle\tau'\rangle}{\tau}=\frac{\int_0^Y y^2dy/(1+y^2)}{\int_0^Y dy/(1+y^2)}=\frac{Y-\arctan Y}{\arctan Y} . \tag{14}
\]

At 300 K, \(kT=0.02585\) eV, and cutoffs at 0.2, 0.3 and 0.4 eV give means of 0.30, 2.1 and 14.6 s. Numerical quadrature of \(u\,g\) over the same cut spectra gives \(\langle u\rangle=-0.131\), \(-0.026\) and \(-0.005\), so the geometric mean stays within about 12% of \(\tau\). The arithmetic mean is then finite, but at given \(\tau\) the cutoff fixes it. A fit around the loss peak hardly sees the cutoff: even the lowest one removes only the weight \(1-(2/\pi)\arctan Y=1.3\%\), all of it at times above \(2000\,\tau\). At \(\omega\tau=1\) such times enter the loss with a factor \(\omega\tau'/(1+\omega^2\tau'^2)\) below 1/2000.

**Relation to real films**

The parameters are round illustrative values, meant to resemble a secondary relaxation in a polar glassy polymer at room temperature; they describe no particular compound. Real loss peaks can be asymmetric, and then (6) need not hold for the fitted time. The endless spectrum is also an assumption. For unlimited poling, the cutoffs above replace infinity by 0.3 to 15 s; for poling of 1 s, they lower the apparent mean of 0.110 s by at most 13%.

Leakage matters while the field is on. For a rough conductivity \(\sigma=10^{-17}\) S/cm, the ohmic current \(\sigma E\) equals the absorption current \(-\varepsilon_0DE\,d\Phi/dt\) at 63 s, found by solving for the time with (11). The charging current is then unsuited to the longer windows. On shorted discharge of a uniform film without trapped charge the mean field is zero and this term drops out. If the electrodes block the carriers, however, charge conducted during poling can accumulate and return on discharge. In \(10^4\) s the conducted charge could reach 0.01 µC/cm², more than half the initial slow charge, and in 100 s it could reach \(10^{-4}\) µC/cm², as much as \(\varepsilon_0DE\,\Phi(100\ \mathrm{s})\). Since the area depends on the late tail, the values for 100 s and \(10^4\) s of poling both assume that none of this charge is stored.

Temperature must be held steady. With a rough attempt time of \(10^{-13}\) s, the median barrier is \(kT\ln(10^{-2}/10^{-13})=0.655\) eV, and \(\tau\) falls by \(0.655/(0.02585\times300)=8.4\%\) per kelvin. Two further checks concern the field strength. The field is 30 times below a rough breakdown field of 3 MV/cm. For a dipole of 1.7 D in a Lorentz local field, \((\varepsilon_\infty+D+2)/3\) times \(E\), the orientation energy is \(0.032\,kT\); the leading Langevin correction, \(0.032^2/15\), lowers the polarization by a relative \(7\times10^{-5}\).

**Requested revision.** The authors should call \(\tau\) the geometric mean of the relaxation-time spectrum, or the loss-peak time, and withdraw the statement that the film is discharged after 1 s. If they need an arithmetic mean, they should state what makes it finite, whether the poling time and the length of the discharge record or a spectral cutoff, and show how the value changes when these quantities are varied at fixed \(\tau\) and \(\alpha\).

All numerical values are calculated from the stated model.
